# The intermediate layer between a collisional presheath and a thin sheath

## Result

A collisional presheath of length \(L\) and a collisionless sheath of Debye length \(\lambda_D\ll L\) join through a layer of width

\[
\ell=\lambda_D^{4/5}L^{1/5}.
\]

In this layer the potential varies by about \((T_e/e)\,\varepsilon^{2/5}\), where \(\varepsilon=\lambda_D/L\). If \(x=0\) is the point where the quasineutral presheath becomes singular, the wall lies at

\[
x_w=s_0\ell+C\lambda_D+O(\varepsilon^{1/5}\lambda_D),\qquad s_0=3.412 ,
\]

where \(C\) depends on the wall potential. These statements hold for cold fluid ions. The first derivation finds \(\ell\) from the failure of the two outer solutions. The second finds it from the full equations and also supplies \(s_0\).

## Model and outer solutions

The plasma is planar and steady, with \(x\) increasing towards an absorbing wall. Singly charged ions of mass \(M\) carry a constant flux \(\Gamma\); there is no ionisation in the layer. With \(T_e\) in energy units, define

\[
c_s=\sqrt{T_e/M},\quad n_s=\Gamma/c_s,\quad y=u/c_s,\quad \chi=-e\phi/T_e,\quad \lambda_D^2=\frac{\epsilon_0T_e}{n_se^2}.
\]

The potential is zero where the electron density is \(n_s\), so \(n_e=n_se^{-\chi}\), and \(\chi\) grows towards the wall. Flux conservation gives \(n_i=n_s/y\). The drag per unit mass is \(c_s^2g(y)/L\) with \(g(1)=1\), which defines \(L\) by the drag at the Bohm speed. A constant free path gives \(g=y^2\); a constant collision frequency gives \(g=y\).

The momentum equation \(uu'=-e\phi'/M-c_s^2g/L\), divided by \(c_s^2\), and Poisson's equation \(\phi''=-(e/\epsilon_0)(n_i-n_e)\) become

\[
yy'=\chi'-\frac{g(y)}{L},\qquad \lambda_D^2\chi''=\frac1y-e^{-\chi}.
\]

It helps to follow the energy lost to drag,

\[
K=\chi-\tfrac12(y^2-1),\qquad K'=\chi'-yy'=\frac{g(y)}{L}.
\]

**Presheath.** On the scale \(L\) the left side of Poisson's equation is of order \(\varepsilon^2\). Dropping it gives \(\chi=\ln y\), hence \(\chi'=y'/y\), and the momentum equation becomes

\[
y'\left(\frac1y-y\right)=\frac{g(y)}{L}.
\]

For \(g=y^2\), \(dx/L=(y^{-3}-y^{-1})\,dy\). Integrating with \(y=1\) at \(x=0\),

\[
\frac xL=\frac12-\frac1{2y^2}-\ln y .
\]

For \(g=y\), \(dx/L=(y^{-2}-1)\,dy\) and \(x/L=2-y-1/y\). Both laws end in the same way. Put \(y=1-\delta\) with small \(\delta>0\). Then \(1/y-y\approx2\delta\) and \(y'=-\delta'\), so

\[
-2\delta\delta'=\frac1L\quad\Rightarrow\quad \delta^2=-\frac xL\quad\Rightarrow\quad \chi\approx-\delta=-\sqrt{-x/L}.
\]

The potential stays finite at \(x=0\), but its slope diverges.

**Sheath.** On the scale \(\lambda_D\), at fixed wall potential, drag changes \(K\) by a number times \(\varepsilon\), which vanishes as \(\varepsilon\to0\). For both drag laws this number grows with the wall potential, because the sheath becomes wider and faster ions feel more drag; it can be much larger than one. Setting \(K=0\), the value for ions that enter at the Bohm speed, gives \(y^2=1+2\chi\). Multiply Poisson's equation by \(\chi'\) and integrate, with zero field at \(\chi=0\):

\[
\tfrac12\lambda_D^2\chi'^2=V(\chi)=\sqrt{1+2\chi}+e^{-\chi}-2 .
\]

The expansions \(\sqrt{1+2\chi}=1+\chi-\chi^2/2+\chi^3/2-\dots\) and \(e^{-\chi}=1-\chi+\chi^2/2-\chi^3/6+\dots\) give \(V\approx\chi^3/3\). The linear terms cancel because the electron and ion densities are equal at \(\chi=0\). The quadratic terms cancel because, at the Bohm speed, the two densities respond equally to a small potential. Hence \(\lambda_D\chi'=\sqrt{2/3}\,\chi^{3/2}\), and integration gives

\[
\frac{2}{\sqrt\chi}=\sqrt{\frac23}\,\frac{x_0-x}{\lambda_D}
\quad\Rightarrow\quad
\chi=\frac{6\lambda_D^2}{(x_0-x)^2}.
\]

The constant \(x_0\) is still unknown. This tail is positive and falls as an inverse square, whereas the presheath ends with a negative square root. The two forms cannot agree over any common interval, so something must lie between them.

## First derivation: where each outer solution fails

**From the presheath side.** Let \(r=-x>0\), and let \(\chi_0=-\sqrt{r/L}\) be the end of the presheath. Its neglected space charge forces a correction \(\chi_1\). At fixed \(K\), \(y\,dy=d\chi\), so

\[
\frac{\partial}{\partial\chi}\left(\frac1y-e^{-\chi}\right)=-\frac1{y^3}+e^{-\chi}=-\frac1{y^3}+\frac1y\approx-2\delta .
\]

The second equality uses quasineutrality. Holding \(K\) fixed is justified at this order because \(g\approx1\) near the end, whatever the small change in \(y\). Poisson's equation then requires \(-2\delta\chi_1=\lambda_D^2\chi_0''\). Two derivatives of the square root give \(\chi_0''=\tfrac14L^{-1/2}r^{-3/2}\), and \(\delta=(r/L)^{1/2}\), so

\[
\chi_1=-\frac{\lambda_D^2}{8r^2},\qquad
\frac{\chi_1}{\chi_0}=\frac{\lambda_D^2L^{1/2}}{8r^{5/2}}=\frac18\left(\frac{\ell}{r}\right)^{5/2}.
\]

The correction is small for \(r\gg\ell\) and comparable with the solution itself when \(r\) is of order \(\ell\).

**From the sheath side.** Go a distance \(d=x_0-x\) upstream into the sheath tail. The charge that shapes the tail is \(\lambda_D^2\chi''\approx\chi^2=36\lambda_D^4/d^4\). Drag changes \(K\) by \(d/L\) over the same distance. Since \(y^2=1+2\chi-2K\), at fixed \(\chi\)

\[
\frac{\partial}{\partial K}\left(\frac1y\right)=\frac1{y^3}\approx1 ,
\]

so the charge changes by about \(-d/L\). Further upstream, ions at the same potential have lost less energy to drag; they are faster and therefore less dense. This change is no longer negligible where the tail is weak. The ratio of the magnitudes is

\[
\frac{d/L}{\chi^2}=\frac{d^5}{36\lambda_D^4L}=\frac1{36}\left(\frac d\ell\right)^5 .
\]

The sheath therefore fails at a distance of order \(\ell\) as well. The potentials there also agree in magnitude: the presheath gives \(\sqrt{\ell/L}=\varepsilon^{2/5}\), and the sheath gives \(\lambda_D^2/\ell^2=\varepsilon^{2/5}\) apart from its factor 6. One length thus serves both failures.

## Second derivation: the local equation

**Expansion.** Begin with the full equations near \(y=1\), where \(\chi\) and \(K\) are small. With \(w=\chi-K\), the ion speed is \(y^2=1+2w\), and

\[
\frac1y=1-w+\tfrac32w^2+\dots,\qquad e^{-\chi}=1-\chi+\tfrac12\chi^2+\dots
\]

Subtracting,

\[
\frac1y-e^{-\chi}=K+\tfrac32(\chi-K)^2-\tfrac12\chi^2+\dots
=K+\chi^2-3\chi K+\tfrac32K^2+\dots
\]

The first two terms can balance if \(K\) is of order \(\chi^2\); the others are then smaller. Since \(g\approx1\), \(K=x/L\) plus a constant. In the presheath \(K=\ln y-\tfrac12(y^2-1)\approx-\delta^2=x/L\), so the constant vanishes at this order. Therefore

\[
\lambda_D^2\chi''=\chi^2+\frac xL .
\]

Space charge stands on the left. On the right are the nonlinear difference between ion and electron response and the extra ion density caused by drag.

**Scaling.** Put \(x=as\) and \(\chi=bW(s)\):

\[
\frac{\lambda_D^2b}{a^2}W''=b^2W^2+\frac aLs .
\]

All three coefficients are equal if \(b=\lambda_D^2/a^2\) and \(b^2=a/L\). Eliminating \(b\) gives \(a^5=\lambda_D^4L\), so \(a=\ell\) and \(b=\varepsilon^{2/5}\). What remains has no parameter:

\[
W''=W^2+s .
\]

This is the first Painlevé equation up to a change of scale. On a longer scale the left side drops out and the presheath returns; on a shorter one the drag term becomes unimportant and the sheath tail returns.

**Upstream condition.** Matching to the presheath requires \(W\to-\sqrt{-s}\) as \(s\to-\infty\). This does not yet select one solution. A small deviation \(\eta\) obeys

\[
\eta''=2W\eta\approx-2\sqrt{-s}\,\eta ,
\]

which is oscillatory. Write \(\eta=A\cos\theta\) with \(\theta'=k=\sqrt2\,(-s)^{1/4}\) and slowly varying \(A\). The sine terms require \(2A'k+Ak'=0\), so \(A^2k\) is constant and \(A\propto(-s)^{-1/8}\). The deviation decays, so the leading asymptote remains the same for every such amplitude and phase.

These oscillations are standing ion waves in the subsonic flow. A smooth presheath contains none, and this requirement sets both wave constants to zero. In a numerical test a displacement of 0.02 was added at \(s=-50\) and followed to \(s=-400\); its envelope had exponent \(-0.1252\), against \(-1/8\).

**Downstream match.** The smooth solution rises through zero and diverges at \(s_0=3.41167\), found by numerical integration. Near this point \(W''\approx W^2\), which is satisfied by \(W=6/(s_0-s)^2\), since both sides equal \(36/(s_0-s)^4\). In physical variables

\[
\chi=\varepsilon^{2/5}\frac{6\ell^2}{(s_0\ell-x)^2}=\frac{6\lambda_D^2}{(s_0\ell-x)^2},
\]

because \(\varepsilon^{2/5}\ell^2=\lambda_D^{2/5+8/5}L^{-2/5+2/5}=\lambda_D^2\). This is the sheath tail with \(x_0=s_0\ell\). The infinity belongs to the local equation; in the sheath the full function \(V\) replaces \(\chi^3/3\) and the potential remains finite.

**Wall position.** The sheath integral gives the distance from a point of small \(\chi\) to the wall, and the tail gives \(x_0-x=\lambda_D\sqrt{6/\chi}\). Their difference is

\[
\frac{x_w-x_0}{\lambda_D}=\lim_{\chi\to0}\left[\int_\chi^{\chi_w}\frac{d\chi'}{\sqrt{2V(\chi')}}-\sqrt{\frac6\chi}\right].
\]

To remove the two divergences, subtract \(\sqrt{3/2}\,\chi'^{-3/2}\) from the integrand. Its integral is \(\sqrt6(\chi^{-1/2}-\chi_w^{-1/2})\), so

\[
C(\chi_w)=\int_0^{\chi_w}\left[\frac1{\sqrt{2V}}-\sqrt{\frac32}\,\chi^{-3/2}\right]d\chi-\sqrt{\frac6{\chi_w}} .
\]

The terms omitted from the local equation are smaller by \(\varepsilon^{2/5}\). They move the pole by an amount of order \(\varepsilon^{2/5}\ell\). Since \(\ell=\varepsilon^{-1/5}\lambda_D\), this is \(\varepsilon^{1/5}\lambda_D\), the error stated at the start.

**Sonic point.** The ions reach \(y=1\) where \(\chi=K\). Since \(K\) is of order \(\varepsilon^{4/5}\), this means \(W=0\) to leading order. The smooth solution has \(W=0\) at \(s=0.7154\), with slope 0.9601. The field there is

\[
E_s=0.9601\,\frac{T_e}{e}\frac{\varepsilon^{2/5}}{\ell}=0.9601\,\frac{T_e}{e\lambda_D}\,\varepsilon^{3/5}.
\]

It lies between the presheath scale \(T_e/(eL)\) and the sheath scale \(T_e/(e\lambda_D)\) when \(\varepsilon\) is small. The singular presheath field has become finite.

**Check against the full equations.** The unreduced system was integrated from the quasineutral presheath to a wall at \(\chi_w=4.680\), with \(g=y^2\). Between \(\varepsilon=10^{-7}\) and \(10^{-10}\), the distance \((x_w-C\lambda_D)/L\) varied with exponent 0.79984, against \(4/5\). At \(10^{-10}\), \((x_w-C\lambda_D)/\ell\) was 3.41141 for \(g=y^2\) and 3.41136 for \(g=y\), so both laws approach the same \(s_0\). For \(g=y^2\) the remainder had exponent 0.2002 and was about \(-2.61\,\varepsilon^{1/5}\lambda_D\): the two-term formula places the wall too far downstream.

## What each derivation assumes

Both derivations use a single species of cold, positive fluid ions, no negative ions, Boltzmann electrons, a smooth drag law that is nonzero at the Bohm speed, and \(\varepsilon\ll1\). They differ in what they take for granted about the join.

The first needs only the outer solutions and their leading corrections. It assumes that a correction as large as the solution marks the end of validity, and that a solution connecting the two regions exists. It explains why the same length appears from both sides, but it cannot give \(s_0\), the sonic field or the wall position.

The second assumes that \(\chi\) and \(K\) are small together, with \(K\) of order \(\chi^2\), and that the presheath carries no standing waves. The exponent \(4/5\) follows from the balance alone; the number \(s_0\) also needs the no-wave condition. If the upstream plasma imposed such waves, \(\ell\) would remain the natural unit but the pole would in general move.

The separation of scales is weak, because \(\ell/\lambda_D=\varepsilon^{-1/5}\). When \(\varepsilon\) approaches one, all three lengths merge and neither derivation applies. A kinetic ion distribution with many slow ions is also outside both: those ions respond strongly to a small potential, and the expansion in \(w\) fails for them.

## Example in reactor units

Take \(T_e=3\) eV, \(n_s=10^{11}\ \mathrm{cm^{-3}}\), ion mass 40 u, and gas at 5 mTorr and 300 K with a drag cross-section of \(10^{-14}\ \mathrm{cm^2}\). The gas density is \(1.609\times10^{14}\ \mathrm{cm^{-3}}\). With constant free path,

\[
L=\frac1{(1.609\times10^{14})(10^{-14})}\ \mathrm{cm}\approx6213\ \mathrm{\mu m},\qquad \lambda_D=40.72\ \mathrm{\mu m}.
\]

Thus \(\varepsilon=0.00655\), \(\varepsilon^{1/5}=0.3658\), and

\[
\ell=\frac{\lambda_D}{\varepsilon^{1/5}}=\frac{40.72}{0.3658}\ \mathrm{\mu m}=111.3\ \mathrm{\mu m}.
\]

The layer is 2.7 Debye lengths wide, while \(L\) is 56 times \(\ell\). Its potential scale is \(3\times0.1338=0.40\) V.

For a floating wall the electron flux \(n_se^{-\chi_w}\sqrt{T_e/(2\pi m_e)}\) equals \(n_sc_s\). Hence \(\chi_w=\tfrac12\ln[M/(2\pi m_e)]=4.680\), a drop of 14.0 V, and \(C=3.393\). The wall position is

\[
x_w\approx379.7+138.2=517.9\ \mathrm{\mu m}.
\]

The unreduced equations give 475.3 µm, so the two-term result is 9.0 % too large relative to them. Adding the measured remainder, \(-2.608\times0.3658\times40.72\approx-39\) µm, gives 479.0 µm. The sonic point is at 79.6 µm in the layer theory and 96.6 µm in the unreduced model; the fields there are 34.6 and 35.3 V/cm. The position is thus much less accurate than the field in this case.

**Neglected effects.** In a uniform field, ions restarted at rest by charge exchange with constant free path \(\lambda\) reach speed \(v\) with probability \(\exp[-v^2/(2a\lambda)]\), where \(a\) is their acceleration. Their speeds form a half-Gaussian, and the drag \(M\langle v^2\rangle/\lambda\) is larger than \(M\langle v\rangle^2/\lambda\) by a factor of \(\pi/2\). Used as a fluid drag, this shortens \(\ell\) by 8.6 %. It does not measure the kinetic error. Charge exchange also keeps creating slow ions, the case excluded above, and these change the exponent itself. In the kinetic charge-exchange model the presheath still ends in a square root, but the net charge in the sheath tail grows as \(\chi^{3/2}\) instead of \(\chi^2\), with \(\chi\) measured from the singular point. The tail then falls as \((\lambda_D/d)^4\), and equating it with \(\sqrt{d/L}\) gives the scale \(\lambda_D^{8/9}L^{1/9}\), about 71 µm for these inputs. Charge exchange dominates the drag of argon ions in argon, so the lengths in this example illustrate the fluid model and are not predictions for a reactor.

Ionisation at frequency \(\nu\), with new ions at rest, changes the quasineutral equations to \(\chi'=y'/y-\nu/(c_sy)\) and \(yy'=\chi'-g/L-\nu y/c_s\). Eliminating \(\chi'\),

\[
y'\left(\frac1y-y\right)=\frac gL+\frac\nu{c_s}\left(y+\frac1y\right),
\]

so at the Bohm speed \(1/L\) is replaced by \(1/L+2\nu/c_s\). For uniform \(\nu\) and a plasma half-length of 5 cm, particle balance with mean density at least \(n_s\) gives \(\nu L/c_s\le0.124\). The reduction of \(\ell\) is then at most 4.3 %. This is a fluid estimate for a planar plasma without side losses; ions born at rest are also slow ions in the sense excluded above.

Replacing the drag law by \(g=y\) at the same \(L\) moves the wall to 467.9 µm. The ion-to-electron temperature ratio, 0.0086 for ions at gas temperature, is small beside \(\varepsilon^{2/5}=0.134\). This ratio does not include the wider spread of ion speeds that charge exchange produces in the presheath. Electrons absorbed by the wall remove 0.11 % of the Boltzmann density at \(\chi=0\).

**Real reactors.** These inputs are rough values for a low-pressure inductively coupled argon plasma near a floating surface. Many etch gases also form negative ions. These change both the ion speed at the sheath edge and the quadratic term of the local equation, so the numbers here should not be carried over to such gases. A driven wafer is not at the steady floating potential assumed in the example. For a steady large drop, and with drag inside the sheath neglected, \(V\approx\sqrt{2\chi}\) makes the sheath part about \(\tfrac43\,2^{-3/4}\chi_w^{3/4}\lambda_D\). At 300 V, with the other inputs fixed, this estimate is 1.0 mm and the full \(V\) gives \(C\lambda_D\approx1.2\) mm, instead of 0.14 mm at the floating wall, while \(\ell\) is unchanged. Radio-frequency motion of the sheath edge needs a time-dependent model. At fixed \(T_e\), \(n_s\), gas temperature and cross-section, the fluid model gives \(\ell\propto p^{-1/5}\) and the kinetic charge-exchange scale goes as \(p^{-1/9}\), so in either case pressure changes the layer width only weakly; in a reactor \(n_s\) and \(T_e\) may change with pressure too.

The numerical output below lists the values used here, apart from the two sheath widths at 300 V and the kinetic scale of 71 µm, which follow from the formulas above.

## Values computed for the example and the checks

```
Pole position s0 = 3.41167 (dimensionless)
Layer: W = 0 at s = 0.7154, slope dW/ds = 0.9601
Wave envelope exponent, measured = -0.1252
Profile error at eps=1e-6: 2.619e-02, at 1e-9: 1.677e-03
Profile error order in eps = 0.3979
eps=1e-04: (x_w - C lamD)/ell = 3.34476, remainder/lamD = -0.42219
eps=1e-07: (x_w - C lamD)/ell = 3.40753, remainder/lamD = -0.10397
eps=1e-10: (x_w - C lamD)/ell = 3.41141, remainder/lamD = -0.02608
Width exponent, measured = 0.79984
Remainder exponent, measured = 0.2002
Remainder coefficient (free-path law) = -2.608
Same s0 test, frequency law, eps=1e-10: 3.41136
--- Example inputs ---
Te = 3.0 eV, n_s = 1.0e+11 cm^-3, ion mass = 40 u
Pressure = 5.0 mTorr, gas temperature = 300 K
Drag cross-section = 1.0e-14 cm^2
Plasma half-length = 5.0 cm
--- Example results ---
Gas density = 1.609e+14 cm^-3
Bohm speed = 2.690e+05 cm/s
Debye length = 40.72 um
Drag length L = 6213 um
eps = 0.00655, eps^(1/5) = 0.3658, eps^(2/5) = 0.1338
Intermediate length ell = 111.3 um
ell/lamD = 2.733, L/ell = 55.8
Layer potential scale = 0.402 V
Floating wall chi_w = 4.680, drop = 14.04 V
Sheath constant C = 3.3930
s0*ell = 379.7 um, C*lamD = 138.2 um
Wall position, two terms = 517.9 um
Wall position, three terms = 479.0 um
Wall position, unreduced model = 475.3 um
Two-term error = 9.0 %
Sonic point: layer 79.6 um, unreduced 96.6 um
Sonic field: layer 34.64 V/cm, unreduced 35.33 V/cm
--- Neglected effects ---
Wall position with frequency law = 467.9 um
Charge-exchange drag factor = 1.5708, ell changes by -8.6 %
Ionisation bound nu_iz L/c_s = 0.124, ell changes by -4.3 %
Ion/electron temperature ratio = 0.0086
Electron density missing at chi=0 = 0.111 %
Wall position / L (drag inside layer) = 0.076
```
